# The spinless Salpeter equation with a Coulomb potential in momentum space

## Definitions and conventions

The spinless Salpeter Hamiltonian is

$$H=T(p)-\frac{\alpha\hbar c}{r},\qquad T(p)=\sum_{i=1}^{n}\sqrt{p^2c^2+m_i^2c^4},$$

with a dimensionless coupling $\alpha>0$. For $n=1$ one particle moves in a fixed point field. For $n=2$ two particles are described in their centre-of-mass frame, with momenta $\pm\mathbf p$ and separation $r$. The model has no spin, retardation or pair creation. SI units are used, $E$ includes the rest energies, $\varepsilon=E-\sum_i m_ic^2$, and $t(p)=T-\sum_i m_ic^2$. Plane waves are $\langle\mathbf r|\mathbf p\rangle=(2\pi\hbar)^{-3/2}e^{i\mathbf p\cdot\mathbf r/\hbar}$.

In momentum space $T$ is a multiplication and the potential is an integral operator. From $\int d^3r\,e^{-i\mathbf k\cdot\mathbf r}e^{-\kappa r}/r=4\pi/(k^2+\kappa^2)$ with $\kappa\to0$ and $\mathbf k=(\mathbf p-\mathbf q)/\hbar$,

$$\langle\mathbf p|V|\mathbf q\rangle=-\frac{\alpha\hbar c}{(2\pi\hbar)^3}\frac{4\pi\hbar^2}{|\mathbf p-\mathbf q|^2}=-\frac{\alpha c}{2\pi^2|\mathbf p-\mathbf q|^2}.$$

Take $\phi(\mathbf p)=\phi_l(p)Y_{lm}(\hat{\mathbf p})$. The addition theorem gives $\int d\Omega_q\,f(\eta)Y_{lm}(\hat{\mathbf q})=2\pi Y_{lm}(\hat{\mathbf p})\int_{-1}^1 fP_l\,d\eta$ for any function of $\eta=\hat{\mathbf p}\cdot\hat{\mathbf q}$. Here $f=1/[2pq(z-\eta)]$ with $z=(p^2+q^2)/2pq$, so with $Q_l(z)=\frac12\int_{-1}^1P_l(\eta)\,d\eta/(z-\eta)$ the angular factor is $2\pi Q_l/pq$. The measure $q^2dq$ and the substitution $u=p\phi_l$, normalised by $\int u^2dp$, give

$$(T-E)\,u(p)=\frac{\alpha c}{\pi}\int_0^\infty dq\,Q_l(z)\,u(q).$$

Binding involves momenta near $\alpha mc$, and the wavefunction will turn out to have a power-law tail over many decades above $mc$, so the grid variable is $x=\ln(p/mc)$ with a reference mass $m$. With $y=\ln(q/mc)$ one has $z=\cosh(x-y)$ and $dq\,u(q)=dy\,w(y)$ for $w=pu$:

$$(T-E)\frac{w(x)}{p}=\frac{\alpha c}{\pi}\int_{-\infty}^\infty dy\,k_l(x-y)\,w(y),\qquad k_l(\tau)=Q_l(\cosh\tau).\tag{1}$$

The kernel depends on $x-y$ alone because the Coulomb potential has no scale. Direct integration gives $Q_0=\frac12\ln\frac{z+1}{z-1}$, and $(\cosh\tau+1)/(\cosh\tau-1)=\coth^2(\tau/2)$ turns this into $k_0=\ln\coth(|\tau|/2)$. The identity $\eta/(z-\eta)=z/(z-\eta)-1$ gives $k_1=k_0\cosh\tau-1$. Multiplying (1) by $w$ and integrating yields the energy functional

$$E[w]=\frac{\int Tw^2\,dx/p-(\alpha c/\pi)\iint w\,k_l\,w\,dx\,dy}{\int w^2\,dx/p}.\tag{2}$$

## The naive grid and its fault

On a grid $x_j=x_0+jh$ the trapezoidal rule replaces the integral by $\sum_jh\,k_0(x_i-x_j)w_j$. The term $j=i$ is infinite, since $k_0\simeq-\ln(|\tau|/2)$. The singularity is integrable, which suggests leaving that term out. The cost is seen by applying the rule to $w=1$, for which the exact integral is needed.

Since $k_0=\ln\frac{1+e^{-|\tau|}}{1-e^{-|\tau|}}=2\sum_{j\ \rm odd}e^{-j|\tau|}/j$ and $\int e^{-j|\tau|-\beta\tau}d\tau=\frac1{j+\beta}+\frac1{j-\beta}$ for $|{\rm Re}\,\beta|<1$,

$$F(\beta)\equiv\int k_0\,e^{-\beta\tau}d\tau=4\sum_{j\ \rm odd}\frac1{j^2-\beta^2}=\frac{\pi\tan(\pi\beta/2)}{\beta},\tag{3}$$

by the partial-fraction series of the tangent. Hence $F(0)=\pi^2/2$, and the Fourier symbol of the convolution is $\hat F(\nu)=F(i\nu)=\pi\tanh(\pi\nu/2)/\nu$.

The naive rule misses the weight $d=\pi^2/2-2h\sum_{j\ge1}k_0(jh)$. With $\rho=e^{-h}$ the sum is $-\ln\prod_j\frac{1-\rho^j}{1+\rho^j}$. Gauss's product identity equates the product to $\sum_{s}(-1)^s\rho^{s^2}$ over all integers $s$, and Poisson summation of this Gaussian series gives $2\sqrt{\pi/h}\,e^{-\pi^2/4h}[1+O(e^{-2\pi^2/h})]$. The sum is then $\pi^2/4h-\frac12\ln(4\pi/h)$, so that

$$d=h\ln(4\pi/h)$$

up to exponentially small terms; $d=0.48336$ at $h=0.1$, a tenth of $\pi^2/2=4.9348$.

The effect on a level follows in the nonrelativistic limit $t=p^2/2\mu$, with $\mu$ the reduced mass, momenta in $\mu c\alpha$ and energies in $\mu c^2\alpha^2$, where the prefactor $\alpha c/\pi$ becomes $1/\pi$. The 1s function $e^{-r}$ has the transform $-\partial_\kappa[4\pi/(p^2+\kappa^2)]\propto(1+p^2)^{-2}$ at $\kappa=1$, so $w=p^2/(1+p^2)^2=1/(4\cosh^2x)$. With $p=\tan\theta$ the norm is $\int\sin^2\theta\cos^4\theta\,d\theta=3\pi/16-5\pi/32=\pi/32$. With $s=\tanh x$, $\int w^2dx=\frac1{16}\int_{-1}^1(1-s^2)ds=\frac1{12}$. Removing $d$ from the diagonal raises (2) at first order by

$$\delta E=\frac d\pi\,\frac{1/12}{\pi/32}=\frac{8}{3\pi^2}\,h\ln\frac{4\pi}h ,$$

which is $0.1306$ at $h=0.1$. The computed error is $0.1211$, lower because the state relaxes, and it is 24% of the binding energy $0.5$. It falls only as $h\ln(1/h)$.

## Landé subtraction

The remedy is to subtract a term with the same singularity and a known integral:

$$\int k_l(x-y)w(y)\,dy=\int\big[k_l(x-y)w(y)-k_0(x-y)w(x)\big]dy+\frac{\pi^2}{2}w(x).$$

In the original variables the known integral is $\int_0^\infty Q_0\,dq/q=\pi^2/2$. For $l=0$ the bracket vanishes at $y=x$ like $\tau\ln|\tau|$. For $l=1$ it tends to $-w(x)$, because $k_1-k_0=(\cosh\tau-1)k_0-1\to-1$, and that grid point contributes $-hw_i$. The grid ends at a cutoff $\Lambda=mc\,e^L$, beyond which $w=0$, but the subtracted term does not vanish there and must be summed over the infinite lattice. Its sum combines with $\pi^2/2$ into the constant $d$. The scheme is thus a symmetric Toeplitz matrix,

$$K_{ij}=h\,k_l(|i-j|h)\ \ (i\ne j),\qquad K_{ii}=d-h\,\delta_{l1}\qquad(l=0,1).$$

The error for $l=0$ follows from the lattice symbol $F_h(\nu)=\pi^2/2+h\sum_jg(jh)$, where $g(\tau)=k_0(\tau)(\cos\nu\tau-1)$ is continuous with $g(0)=0$. Poisson summation gives $h\sum_jg(jh)=\sum_M\hat g(2\pi M/h)$ with $\hat g(\omega)=\frac12[\hat F(\omega+\nu)+\hat F(\omega-\nu)]-\hat F(\omega)$. The term $M=0$ is $\hat F(\nu)-\pi^2/2$, which restores the exact symbol. For $M\ne0$ and $|\nu|h\ll1$, $\hat F(\omega)=\pi/|\omega|$ up to exponentially small terms, so $\hat g=\pi\nu^2/[|\omega|(\omega^2-\nu^2)]=\pi\nu^2/|\omega|^3+O(\nu^4/\omega^5)$. Summing over both signs of $M$,

$$F_h(\nu)-\hat F(\nu)=2\pi\nu^2\frac{h^3}{8\pi^3}\zeta(3)+O(h^5)=\frac{\zeta(3)h^3\nu^2}{4\pi^2}+O(h^5).$$

The lattice attraction is slightly too strong. By Parseval's theorem the factor $\nu^2$ turns $\int w^2$ into $\int w'^2dx$. For the 1s state $w'=-\sinh x/(2\cosh^3x)$ and $\int w'^2dx=\frac14\int_{-1}^1s^2(1-s^2)ds=\frac1{15}$, so

$$\delta E=-\frac1\pi\,\frac{\zeta(3)h^3}{4\pi^2}\,\frac{1/15}{\pi/32}=-\frac{8\zeta(3)}{15\pi^4}h^3 .$$

At $h=0.1$ this is $-6.58\times10^{-6}$ against a computed $-6.59\times10^{-6}$, in units of $\mu c^2\alpha^2$. The errors $-5.2797\times10^{-5}$, $-6.5858\times10^{-6}$, $-8.2281\times10^{-7}$ at $h=0.2,0.1,0.05$ have ratios $8.02$ and $8.00$. If $E_h=E+Ch^3$, then $(8E_{h/2}-E_h)/7=E$, and this Richardson step, from $h=0.1$, reproduces the 1s, 2s and 2p Bohr levels within the tested $10^{-7}\mu c^2\alpha^2$.

## The eigenvalue problem

Setting $w=\sqrt p\,v$ makes (1) an ordinary symmetric eigenproblem, but with entries up to $\Lambda c$. The standard bound on rounding errors in the eigenvalues is then of order $10^{-16}\Lambda c$, about $10^{-3}mc^2$ for $L=30$. The matrix is strongly graded and the actual error is often far smaller, but it depends on the ordering of the grid and on the solver. The problem is therefore inverted. Add $\sigma w/p$ to both sides of (1), set $w=sv$ with $s=\sqrt{p/(t+\sigma)}$ and multiply by $s$:

$$\Big[1-\frac{\alpha c}{\pi}sKs\Big]v=(\varepsilon+\sigma)\,\frac{1}{t+\sigma}\,v .$$

The matrix on the left has bounded entries, since $cs^2\to1/n$ at large $p$, and it is positive definite when $\varepsilon_0+\sigma>0$. The lowest levels are the largest eigenvalues $1/(\varepsilon+\sigma)$ of the pencil, which a Cholesky-based solver returns without the factor $\Lambda c$ in the error. The kinetic energy is evaluated as $\sum_ip^2c^2/(\sqrt{p^2c^2+m_i^2c^4}+m_ic^2)$ to avoid cancellation at small $p$. A shift $\sigma$ that works for every cutoff exists only if $H$ is bounded below.

## The critical coupling

For a normalised state, $\langle|\mathbf p|\rangle=\int pu^2dp=\int w^2dx$ and, from (2), $\hbar\langle1/r\rangle=\frac1\pi\iint w\,k_l\,w$. For $l=0$ Parseval's theorem gives $\iint w\,k_0\,w=\int\frac{d\nu}{2\pi}\hat F(\nu)|\hat w(\nu)|^2$. Since $k_0>0$, $\hat F(\nu)\le\hat F(0)=\pi^2/2$. For $l>0$, $|P_l|\le1$ implies $|k_l|\le k_0$, so the same bound holds with $|w|$ in place of $w$. Partial waves add on both sides, and for every state

$$\hbar\langle1/r\rangle\le\frac\pi2\langle|\mathbf p|\rangle ,$$

which is Kato's inequality. Each square root in $T$ is at least $pc$, hence $\langle H\rangle\ge(n-\pi\alpha/2)\,c\langle|\mathbf p|\rangle$, and $H\ge0$ for

$$\alpha\le\alpha_c=\frac{2n}{\pi}.$$

Above $\alpha_c$, take an s-wave $w(x)=G(x/R)$ with a smooth bump $G$. Its transform is concentrated at $|\nu|\lesssim1/R$, so $\iint wk_0w/\int w^2\to\pi^2/2$ as $R\to\infty$, and some finite $R$ gives $\langle ncp+V\rangle=-\gamma<0$. Shifting $w$ by $a$ in $x$ leaves $\int w^2$ and $\iint wk_0w$ unchanged and multiplies the norm $\int w^2dx/p$ by $e^{-a}$. With $\sqrt{A^2+B^2}\le A+B$ for each root, $E\le-\gamma e^a+\sum_im_ic^2\to-\infty$.

The masses dropped out of both arguments, so $4/\pi$ holds for any two finite masses. Equal masses are special only in that $H_2(\alpha)=2[\sqrt{p^2c^2+m^2c^4}-(\alpha/2)\hbar c/r]=2H_1(\alpha/2)$. The limit $m_2\to\infty$ is not uniform. For $m_1c\ll p\ll m_2c$ only the light particle is ultrarelativistic, so for $2/\pi<\alpha<4/\pi$ the state shrinks as in the supercritical one-body problem until $p\sim m_2c$, and the binding scales with $m_2c^2$ once it is large compared with $m_1c^2$. The coefficient falls rapidly as $\alpha\to2/\pi$, so the mass ratio needed grows without limit there. At $\alpha=1$ the solver gives $(m_2c^2-E)/m_2c^2=0.03315$ for both $m_2/m_1=10^5$ and $10^7$.

For $l=1$, $2\cosh\tau\sum_{j\,\rm odd}e^{-j|\tau|}/j=\sum_{j\,\rm odd}(e^{-(j-1)|\tau|}+e^{-(j+1)|\tau|})/j$. The constant term cancels the $-1$ in $k_1$, leaving $k_1=\sum_{i=2,4,\dots}\big(\frac1{i+1}+\frac1{i-1}\big)e^{-i|\tau|}>0$. Then $\int k_1=\sum_i4/(i^2-1)=2\sum_i\big(\frac1{i-1}-\frac1{i+1}\big)=2$, and the p wave becomes unstable at $n\pi/2$.

The naive grid has its symbol maximum at $\pi^2/2-d$ and would place the one-body threshold at $\pi/(4.9348-0.4834)=0.706$ for $h=0.1$, 11% above $2/\pi=0.6366$. The Landé lattice has $F_h(\nu)\le F_h(0)=\pi^2/2$ because $g\le0$, so its threshold is exact at every $h$. That is by construction: the inserted constant is the number that fixes $\alpha_c$.

## Tail, cutoff and collapse

For $pc\gg m_ic^2,|E|$ equation (1) becomes $nw=(\alpha/\pi)\,k_0*w$, and $w=e^{-\beta x}$ solves it if $n=\alpha F(\beta)/\pi$:

$$\alpha\tan(\pi\beta/2)=n\beta.\tag4$$

With $Y=\pi\beta/2$ this reads $\tan Y/Y=\alpha_c/\alpha$. The left side rises from 1 to infinity on $(0,\pi/2)$, so a real pair $\pm\beta$ exists exactly when $\alpha<\alpha_c$. Finite $\langle T\rangle$ requires $\int w^2dx<\infty$ and selects $\beta>0$; then $\phi\sim p^{-2-\beta}$, which by scaling of the Fourier integral corresponds to $\psi\sim r^{\beta-1}$. A cutoff forces $w=Ap^{-\beta}+Bp^{\beta}$ to vanish near $\Lambda$, so $B/A\sim\Lambda^{-2\beta}$. In this leading-order matching the energy shift is linear in $B/A$, and the cutoff error goes as $\Lambda^{-2\beta}$. Near $\alpha_c$ this is slow, which is why the grid must reach large $L$. At $\alpha_c$ the pair merges into $w=A+Bx$, the admixture is $B/A\sim1/(L+\delta)$ with a constant $\delta$, and convergence is logarithmic.

For $\alpha>\alpha_c$, $\beta=i\nu$ and (4) becomes $\alpha\tanh(\pi\nu/2)=n\nu$. Both solutions oscillate and neither is preferred. For $m_ic^2\ll|E|\ll\Lambda c$ the phase of $\cos(\nu x+\theta)$ is fixed at the low end by $|E|/c$ and at the high end by $\Lambda$, so $\nu\ln(\Lambda c/|E_k|)=\theta_0+k\pi$. The levels scale with $\Lambda$ and successive ones differ by $e^{\pi/\nu}$. For $n=1$, $\alpha=1$, with the ordinary symmetric eigenproblem, which is adequate for eigenvalues on the scale of $\Lambda c$, one finds $E_0=-0.04304\,\Lambda c$ at both $L=26$ and $28$ for $h=0.1$. The agreement shows the scaling with $\Lambda$, but the prefactor still contains the grid step: the lattice acts as if it were cut off about $h/2$ beyond its last point, so the magnitude drops by about 5% as $h\to0$, while the level ratios hardly change. The root is $\nu=0.88225$, $e^{\pi/\nu}=35.19$, and the level ratios are $36.48$, $35.23$, $35.19$, $35.19$; they approach the limit as $|E_k|/\Lambda c$ decreases, the condition of the matching. These energies belong to the cutoff, and the model has no ground state.

## Locating the threshold numerically

A finite grid is always bounded below, so the threshold appears only through the dependence on $L$. Let $\alpha^*(L)$ be the coupling at which $E_0=0$. Equation (1) with $E=0$ gives $\alpha^*=\pi/\lambda_{\max}$, where $\lambda_{\max}$ is the largest eigenvalue of $c\,s_0Ks_0$ with $s_0=\sqrt{p/T}$. Since $H\ge0$ up to $\alpha_c$, $\alpha^*>\alpha_c$. The nodeless solution spans half an oscillation between $p\sim mc$ and $\Lambda$, so $\nu(L+\delta)=\pi$ at leading order in $\nu$. With $Y=\pi\nu/2$, $\alpha=\alpha_cY/\tanh Y=\alpha_c(1+Y^2/3+\dots)$, and

$$\alpha^*(L)=\alpha_c+\frac{b}{(L+\delta)^2},\qquad b=\frac{\pi^4}{12}\alpha_c .$$

Three cutoffs determine $\alpha_c$, $b$ and $\delta$ as free parameters. An independent determination uses Gaussians $e^{-ar^2}$ with $a=2^k(mc/\hbar)^2$. Their overlap $(\pi/(a+a'))^{3/2}$ and Coulomb element $4\pi\int re^{-(a+a')r^2}dr=2\pi/(a+a')$ come from position space, $T$ comes from a smooth momentum quadrature, and $L=\frac12k_{\max}\ln2$. Neither $Q_l$ nor $\pi^2/2$ enters.

| masses | Landé $\alpha_c$, $b$ | Gaussian $\alpha_c$, $b$ | $2n/\pi$, $\pi^4\alpha_c/12$ |
|---|---|---|---|
| $m$ | 0.63662, 5.172 | 0.63662, 5.172 | 0.63662, 5.168 |
| $m,m$ | 1.27324, 10.343 | 1.27324, 10.343 | 1.27324, 10.335 |
| $m,10m$ | 1.27324, 10.344 | 1.27324, 10.344 | 1.27324, 10.335 |

All six fitted values of $\alpha_c$ agree with $2n/\pi$ within the tested $2\times10^{-5}$ relative. The raw values are visibly higher, $\alpha^*=0.63958$ at $L=40$ and $0.63739$ at $L=80$ for one body on the lattice. The fitted $b$ lies 0.07–0.08% above the prediction in all cases; fitting the same three-parameter form to the exact $\alpha_cY/\tanh Y$ with a constant $\delta$ gives an excess of 0.09–0.10%, so the omitted $Y^4$ term has the right sign and size but does not by itself give the number. The masses enter through $\delta$: raising $m_2$ to $10m$ lowers it by $1.808+0.111=1.919$ on the lattice and by $3.173-1.253=1.920$ for Gaussians. The equal-mass row is twice the one-body row by the identity above and adds no information.

At $\alpha=2/\pi$ the one-body level is $0.5042$, $0.4977$, $0.4944\,mc^2$ for $L=40,60,80$. A fit to $E_c+b'/(L+\delta)$ gives $E_c=0.484\,mc^2$ with both methods, or $3.96\times10^{-14}$ J for the electron mass. The bound $H\ge0$ is not attained, and the level jumps from a positive value to $-\infty$ across $\alpha_c$.

## Worked examples

Both examples use $m=m_e$, $m_ec^2=8.1871058\times10^{-14}$ J and $\alpha_{\rm fs}=0.0072973526$. The digits are those of the spinless point-Coulomb model. In real systems spin terms, and for an electron-positron pair also retardation and annihilation, enter at the same order $\alpha^4mc^2$ as the shift computed here.

The leading relativistic correction comes from $\sqrt{p^2c^2+m^2c^4}=mc^2+p^2/2m-p^4/8m^3c^2+\dots$ In the 1s state with Bohr momentum $p_0=\mu c\alpha$, $\int p^4u^2dp=\int\sin^6\theta\,d\theta=5\pi/32$, so $\langle p^4\rangle=5p_0^4$. One body has $p_0=mc\alpha$ and a shift $-\frac58\alpha^4mc^2$. Two equal masses have $p_0=mc\alpha/2$ and a shift $-2\cdot\frac58\cdot\frac1{16}\alpha^4mc^2=-\frac5{64}\alpha^4mc^2$.

For two masses $m_e$ at $\alpha_{\rm fs}$, $p_0=9.96426\times10^{-25}$ kg m/s and the Bohr binding is $\alpha^2mc^2/4=1.089936\times10^{-18}$ J. The shift, taken as the difference of relativistic and nonrelativistic runs on one grid so that the common grid error cancels, is $-1.80505\times10^{-23}$ J by both methods. The binding is $(1.089936+0.000018)\times10^{-18}=1.089954\times10^{-18}$ J $=6.80296$ eV. Relative to the $\alpha^4$ term, $-1.81377\times10^{-23}$ J, the residual is $1-1.80505/1.81377=0.00481$. It is of order $\alpha$ and not $\alpha^2$ because $\langle p^6\rangle\propto p_0^5\int dp\,p^2p^6p^{-8}$ diverges linearly and is cut off at $mc$, giving an energy $p_0^5\,mc/m^5c^4\sim\alpha^5mc^2$. This argument fixes the order but not the coefficient: the Taylor remainder evaluated in the Bohr state alone gives $0.0079$, and relaxation of the state, which enters at the same order with the opposite sign, removes about $0.0031$. Doubling $\alpha$ gives $0.00938$, a factor $1.95$.

For one body in a point charge $Z$, $\alpha=Z\alpha_{\rm fs}$ and $Z_c=0.6366198/0.0072973526=87.24$. This threshold belongs to the spinless point-charge model and is no limit for real atoms. The Dirac 1s level of a point charge exists up to $Z\alpha_{\rm fs}=1$, and an extended nucleus makes the potential bounded, so that $H$ is bounded below for every $Z$. At large $Z$ the bindings below also differ strongly from those of a real electron: the point-charge Dirac value $mc^2(1-\sqrt{1-\alpha^2})$ is about 96 keV at $Z=80$. At $Z=50$, $\alpha=0.364868$, equation (4) gives $\beta=0.69055$, and the eigenvector's slope $-d\ln w/dx$ at $x=10$ is $0.69059$. The binding is $6.32337\times10^{-15}$ J $=39.467$ keV. At $Z=80$, $\alpha=0.583788$ and $\beta=0.31503$, as $\tan(0.49485)=0.5396=0.31503/0.583788$ confirms; the slope is $0.31505$. Energies at $L=14,16,18$ give a cutoff exponent $0.63002$ against $2\beta=0.63005$, and the production cutoff $L=30$ suppresses the error by $e^{-18.9}\approx6\times10^{-9}$. The binding is $2.31842\times10^{-14}$ J $=144.70$ keV. The Gaussian basis gives the same digits for both charges.

The series through $\alpha^4$ gives $6.35657\times10^{-15}$ J at $Z=50$, 0.5% above the computed binding, and $1.98945\times10^{-14}$ J at $Z=80$, 14% below it. Two effects of opposite sign are omitted from the series. The Taylor remainder gives $\sqrt{1+\xi}\ge1+\xi/2-\xi^2/8$, so in the Bohr state the exact kinetic energy exceeds the truncated one, which reduces the binding. Relaxation of the state away from the Bohr form can only increase it. The numbers show the first effect prevailing at $Z=50$ and in the equal-mass case, and the second at $Z=80$. The output that follows lists the computed bindings and the series values compared here; it does not separate the two effects.

## Computed values

```
alpha_fs = 0.0072973526, m_e c^2 = 8.1871058e-14 J, m_e c = 2.7309245e-22 kg m/s
int dq/q Q0 = 4.93480220, int k1 dt = 2.00000000 (quadrature)
alpha_c from quadrature, l=0: n=1 0.6366198, n=2 1.2732395
alpha_c from quadrature, l=1: n=1 1.5707963, n=2 3.1415927
h = 0.1: Lande diagonal d = 0.48336093, symbol error at nu=1 = 3.0455e-05
NR 1s error, h=0.2,0.1,0.05: -5.2797e-05, -6.5858e-06, -8.2281e-07 mu c^2 alpha^2
NR 1s predicted error h=0.1: -6.5815e-06 mu c^2 alpha^2
no diagonal, h=0.1: error 0.1211, first order 0.1306 mu c^2 alpha^2
Richardson 1s -0.500000000, 2s -0.124999999, 2p -0.125000000 mu c^2 alpha^2
equal masses m_e: Bohr momentum 9.964260e-25 kg m/s, Bohr binding 1.0899362e-18 J
  Salpeter binding 1.0899542e-18 J = 6.802959 eV
  shift -1.80505e-23 J, Gaussian -1.80505e-23 J, -5/64 alpha^4 mc^2 -1.81377e-23 J
  relative residual 0.00481; at twice alpha 0.00938
critical charge Z_c = 87.240
Z=50: alpha = 0.364868, beta = 0.69055, tail slope = 0.69059
  binding 6.323368e-15 J = 39.4674 keV, Gaussian 6.323368e-15 J
  Bohr 5.449681e-15 J, Bohr + 5/8 alpha^4 mc^2 6.356565e-15 J
Z=80: alpha = 0.583788, beta = 0.31503, tail slope = 0.31505
  binding 2.318419e-14 J = 144.7044 keV, Gaussian 2.318419e-14 J
  Bohr 1.395118e-14 J, Bohr + 5/8 alpha^4 mc^2 1.989454e-14 J
Z=80 cutoff exponent from L=14,16,18: 0.63002, 2 beta = 0.63005
Gaussian L values: 39.856, 59.957, 80.058
masses (1,) m: 2n/pi = 0.636620, pi^4 alpha_c/12 = 5.1677
  Lande L=40,60,80: alpha* = 0.639578 0.637973 0.637392
    fit alpha_c = 0.636620, b = 5.1715, delta = 1.808
  Gauss: alpha* = 0.639413 0.637917 0.637366
    fit alpha_c = 0.636620, b = 5.1716, delta = 3.173
masses (1, 1) m: 2n/pi = 1.273240, pi^4 alpha_c/12 = 10.3354
  Lande L=40,60,80: alpha* = 1.279156 1.275947 1.274785
    fit alpha_c = 1.273239, b = 10.3429, delta = 1.808
  Gauss: alpha* = 1.278826 1.275835 1.274732
    fit alpha_c = 1.273239, b = 10.3432, delta = 3.173
masses (1, 10) m: 2n/pi = 1.273240, pi^4 alpha_c/12 = 10.3354
  Lande L=40,60,80: alpha* = 1.279740 1.276123 1.274860
    fit alpha_c = 1.273239, b = 10.3437, delta = -0.111
  Gauss: alpha* = 1.279360 1.276000 1.274804
    fit alpha_c = 1.273239, b = 10.3439, delta = 1.253
alpha=2/pi, E0/mc^2 at L=40,60,80: 0.5042, 0.4977, 0.4944
  extrapolated E0/mc^2: Lande 0.4842, Gauss 0.4842; E0 = 3.964e-14 J
alpha=1, n=1: nu = 0.88225, exp(pi/nu) = 35.194
  E0/(cutoff c) at L=26, 28: -0.04304, -0.04304
  level ratios L=28: 36.476, 35.228, 35.194, 35.193
alpha=1, n=2: beta = 0.50000
  (m2 c^2 - E)/m2 c^2 for m2/m1 = 1e5, 1e7: 0.03315, 0.03315
```
